# The Collisionless Tonks–Langmuir Slab with Ions Born at Rest

## A slab in which all ions at one place share one speed

A plasma fills the slab \(-L<x<L\) between two absorbing walls. Electrons of temperature \(T_e\), measured in energy units, ionize a gas, and the ions run to the walls. Suppose first that the ions at each position move with a single speed \(u(x)\). New ions appear at rest at the rate \(\nu n\) per unit volume, with \(\nu\) constant, and are at once brought to the common speed.

The potential \(\phi\) is zero at the centre and falls outward. With \(\eta=-e\phi/T_e\ge 0\), Boltzmann electrons have density \(n=n_0e^{-\eta}\). Quasi-neutrality gives the singly charged ions, of mass \(M\), the same density. The electric force on an ion is \(-e\,d\phi/dx=T_e\,d\eta/dx\), and \(n\,d\eta/dx=-dn/dx\). Since newborn ions bring no momentum, the ion balances for \(x>0\) are

\[
\frac{d(nu)}{dx}=\nu n,\qquad
\frac{d(nu^2)}{dx}=-c_s^2\frac{dn}{dx},\qquad c_s=\sqrt{T_e/M}. \tag{1}
\]

By symmetry \(u(0)=0\), so the second balance integrates to \(n(u^2+c_s^2)=n_0c_s^2\). With \(w=u/c_s\),

\[
n=\frac{n_0}{1+w^2},\qquad nu=n_0c_s\frac{w}{1+w^2}. \tag{2}
\]

The derivative of \(w/(1+w^2)\) is \((1-w^2)/(1+w^2)^2\). Putting (2) into the first balance and dividing by \(n\) gives

\[
\frac{\nu}{c_s}\frac{dx}{dw}=\frac{1-w^2}{1+w^2}=\frac{2}{1+w^2}-1,
\qquad \frac{\nu x}{c_s}=2\arctan w-w. \tag{3}
\]

Position stops increasing at \(w=1\). A larger speed would belong to a smaller \(x\), so the quasi-neutral solution ends there, with

\[
\frac{n_s}{n_0}=\frac12,\qquad \eta_s=\ln 2\approx0.693,\qquad
\frac{\nu L}{c_s}=\frac{\pi}{2}-1\approx0.571. \tag{4}
\]

The subscript \(s\) marks this plasma edge. Without collisions nothing enforces a common speed: an ion born near the centre passes a given point faster than one born just inside it. The edge values must then be found from the individual orbits.

## The orbit description

The electrons, the slab and the quasi-neutrality are kept. Quasi-neutrality requires a Debye length much smaller than \(L\), and the results below are the leading order in that ratio. Ions are born at rest and fall freely. Their source \(S(x)\), in ions per volume and time, is positive, continuous and even in \(x\), but otherwise arbitrary for now. The potential is taken to fall monotonically from the centre.

An ion born at \(x'>0\), where the potential is \(\eta'\), moves outward. Energy conservation, \(Mv^2/2=T_e(\eta-\eta')\), gives its speed at \(\eta\):

\[
v=c_s\sqrt{2(\eta-\eta')}. \tag{5}
\]

The ions passing \(x\) are therefore those born between \(0\) and \(x\), and their flux is

\[
\Gamma(x)=\int_0^xS(x')\,dx',\qquad d\Gamma=S\,dx. \tag{6}
\]

In a steady state, the ions born in \(dx'\) carry the flux \(d\Gamma\) past every point further out, and contribute \(d\Gamma/v\) to the density there. Using \(\eta'\) as the label of the birthplace and writing \(\Gamma'=d\Gamma/d\eta\), we equate the ion density to \(n_0e^{-\eta}\) and multiply by \(\sqrt2\,c_s\):

\[
\sqrt2\,n_0c_s\,e^{-\eta}=\int_0^\eta\frac{\Gamma'(\eta')}{\sqrt{\eta-\eta'}}\,d\eta'. \tag{7}
\]

This is Abel's integral equation for \(\Gamma'\). The source profile does not appear separately in it.

## Solving for the flux

Rename \(\eta\) in (7) as \(t\), multiply by \((\eta-t)^{-1/2}\), and integrate over \(t\) from \(0\) to \(\eta\). On the right the region is \(0<\eta'<t<\eta\), so exchanging the order of integration leaves the inner integral

\[
\int_{\eta'}^{\eta}\frac{dt}{\sqrt{(\eta-t)(t-\eta')}}
=\int_0^{\pi/2}2\,d\theta=\pi, \tag{8}
\]

where \(t=\eta'+(\eta-\eta')\sin^2\theta\). Then \(dt=2(\eta-\eta')\sin\theta\cos\theta\,d\theta\), while the square root is \((\eta-\eta')\sin\theta\cos\theta\). Since \(\Gamma=0\) at the centre, the right side becomes \(\pi\Gamma(\eta)\).

On the left put \(t=\eta-q^2\), so that \(dt/\sqrt{\eta-t}=-2\,dq\):

\[
\int_0^\eta\frac{e^{-t}}{\sqrt{\eta-t}}\,dt
=2e^{-\eta}\int_0^{\sqrt\eta}e^{q^2}dq=2D(\sqrt\eta),
\qquad D(z)=e^{-z^2}\int_0^ze^{q^2}dq. \tag{9}
\]

\(D\) is the Dawson function. With \(z=\sqrt\eta\), the flux is

\[
\Gamma=A\,n_0c_s\,D(z),\qquad A=\frac{2\sqrt2}{\pi}. \tag{10}
\]

This flux also satisfies (7). If \(R(t)\) is the difference between the two sides of (7), the steps above show that \(\int_0^\eta R(t)(\eta-t)^{-1/2}dt=0\) for every \(\eta\). Applying the same weighted integration once more gives \(\pi\int_0^\eta R\,dt=0\), hence \(R=0\).

Near the centre \(D\approx z\) and \(\Gamma\approx S(0)x\). Defining \(\nu=S(0)/n_0\), we find from (10)

\[
\eta\approx\frac{\pi^2}{8}\left(\frac{\nu x}{c_s}\right)^2. \tag{11}
\]

The single-speed model has \(w\approx\nu x/c_s\) and \(\eta=\ln(1+w^2)\approx w^2\), so its coefficient is 1 instead of \(\pi^2/8\approx1.23\). The two models already differ at the centre.

## Where the plasma solution ends

From (6), \(S\,dx/dz=d\Gamma/dz\). Differentiating (9) gives

\[
\frac{dD}{dz}=1-2zD, \tag{12}
\]

which is 1 at \(z=0\). Since \(S>0\), \(x\) increases with \(z\) until the first zero of (12), at

\[
2z_sD_s=1,\qquad z_s=0.92414,\qquad D_s=D(z_s)=0.54104. \tag{13}
\]

The second derivative is \(-2D-2z\,dD/dz\), which equals \(-2D_s<0\) here, so this is a maximum of the flux. Going to larger \(\eta\) would make \(x\) turn back, and no single-valued potential continues the solution. The edge values are therefore

\[
\eta_s=z_s^2=0.8540,\qquad \frac{n_s}{n_0}=e^{-\eta_s}=0.4257,\qquad
\Gamma_s=A\,n_0c_sD_s=0.4871\,n_0c_s. \tag{14}
\]

The potential drop from centre to edge is \(0.854\,T_e/e\), and the sheath at the wall adds a further drop.

The approach to the edge follows from expanding (10) about the maximum, \(\Gamma_s-\Gamma\approx\Gamma_s(z_s-z)^2\). The same difference is \(S(L)(L-x)\), so

\[
z_s-z\approx\sqrt{\frac{S(L)\,(L-x)}{\Gamma_s}}. \tag{15}
\]

The field is proportional to \(d\eta/dx=2z\,dz/dx\) and diverges as \((L-x)^{-1/2}\). Close enough to the edge the space charge in Poisson's equation can no longer be neglected, however small the Debye length. There the thin sheath takes over, and the divergence belongs to the quasi-neutral model, not to the real field.

The values (14) hold for every source of the stated kind for which the monotonic solution exists. If \(S(x)\) is prescribed, (6) and (10) fix \(\eta(x)\), and the central density follows from \(\int_0^LS\,dx=0.4871\,n_0c_s\). The source affects where each potential occurs, but not the potential at which the solution ends.

As a test, the ion-density integral was solved numerically with \(x(z)\) as the unknown, without Abel inversion. Four sources were used, the last with \(x\) measured in \(c_s/\nu\). All gave \(\eta_s=0.8540\) and \(\Gamma_s=0.4871\,n_0c_s\), while width and mean density \(\bar n\) changed:

| Source | \(\nu L/c_s\) | \(\bar n/n_0\) |
|---|---:|---:|
| uniform | 0.487 | 0.875 |
| \(\propto n\) | 0.572 | 0.851 |
| \(\propto n^2\) | 0.696 | 0.822 |
| \(\propto 1+x^2/2\) | 0.470 | 0.879 |

## Ion speeds at the edge

The mean ion speed at the edge is \(\Gamma_s/n_s=1.144\,c_s\), above the value \(c_s\) of the single-speed model. The condition that replaces \(u=c_s\) comes from differentiating (7). Direct differentiation would produce a divergent integral, so write \(g=\Gamma'\) and split off its value at the upper limit:

\[
\int_0^\eta\frac{g(\eta')\,d\eta'}{\sqrt{\eta-\eta'}}
=2g(\eta)\sqrt\eta+\int_0^\eta\frac{g(\eta')-g(\eta)}{\sqrt{\eta-\eta'}}\,d\eta'. \tag{16}
\]

The derivative of the first term is \(2\sqrt\eta\,dg/d\eta+g/\sqrt\eta\). In the second, the integrand vanishes at the upper limit. Differentiating \(-g(\eta)\) under the integral gives \(-2\sqrt\eta\,dg/d\eta\), which cancels the first piece. Differentiating the square root gives the remaining term. The derivative of (7) is thus

\[
-\sqrt2\,n_0c_se^{-\eta}=\frac{g(\eta)}{\sqrt\eta}
-\frac12\int_0^\eta\frac{g(\eta')-g(\eta)}{(\eta-\eta')^{3/2}}\,d\eta'. \tag{17}
\]

At the edge \(g=0\). By (5), \(v^3=2\sqrt2\,c_s^3(\eta_s-\eta')^{3/2}\), so (17) becomes

\[
\int\frac{d\Gamma}{v^3}=\frac{n_s}{c_s^2},
\qquad\text{or}\qquad \langle v^{-2}\rangle_s=\frac{1}{c_s^2}. \tag{18}
\]

The average is over the ions present, whose density element is \(d\Gamma/v\). This is the kinetic Bohm condition with the equality sign. Its meaning is seen by raising \(\eta\) slightly by \(\delta\eta\) beyond the edge. The electron density falls by \(n_s\delta\eta\). Each \(v^2\) grows by \(2c_s^2\delta\eta\), so the ion density \(\int d\Gamma/v\) falls by \(c_s^2\,\delta\eta\int d\Gamma/v^3\). By (18) the two reductions are equal to first order. Slow ions weigh heavily in \(\langle v^{-2}\rangle\), which is why the mean speed must exceed \(c_s\) when the speeds are spread.

The momentum flux, divided by \(M\), is \(P=\int v\,d\Gamma=\sqrt2\,c_s\int_0^\eta\Gamma'(\eta')\sqrt{\eta-\eta'}\,d\eta'\). Its integrand vanishes at the upper limit, so differentiation and (7) give

\[
\frac{dP}{d\eta}=\frac{c_s}{\sqrt2}\int_0^\eta\frac{\Gamma'(\eta')}{\sqrt{\eta-\eta'}}d\eta'
=n_0c_s^2e^{-\eta},\qquad P=c_s^2(n_0-n). \tag{19}
\]

Because \(P=n\langle v^2\rangle\), the edge has \(\langle v^2\rangle_s=c_s^2(n_0/n_s-1)=1.349\,c_s^2\). Subtracting \((1.144\,c_s)^2\) leaves a variance of \(0.040\,c_s^2\): ions born cold acquire a spread of speeds because they start at different potentials.

For an energy balance one needs the mean kinetic energy per ion crossing the edge. Integrating by parts, with vanishing end terms, and using \(d\eta=2z\,dz\) and \(2zD=1-dD/dz\),

\[
\frac{T_e}{\Gamma_s}\int_0^{\eta_s}\Gamma'(\eta')(\eta_s-\eta')\,d\eta'
=\frac{T_e}{D_s}\int_0^{z_s}2zD\,dz
=T_e\,\frac{z_s-D_s}{D_s}=(2\eta_s-1)T_e. \tag{20}
\]

The last step uses \(D_s=1/(2z_s)\). The energy is \(0.708\,T_e\), before acceleration in the sheath.

## Ionization balance

The width requires a definite source. For ionization by electrons at a uniform frequency, \(S=\nu n\), equations (6), (10) and (12) give

\[
\frac{\nu}{c_s}\frac{dx}{dz}=A\,e^{z^2}(1-2zD)=A\left(e^{z^2}-2zF\right),
\qquad F(z)=\int_0^ze^{q^2}dq=e^{z^2}D. \tag{21}
\]

Two integrations by parts are needed:

\[
\int_0^z2qF(q)\,dq=z^2F-\int_0^zq^2e^{q^2}dq,\qquad
\int_0^zq^2e^{q^2}dq=\tfrac12ze^{z^2}-\tfrac12F. \tag{22}
\]

The integral of the bracket in (21) is therefore \(F-z^2F+\tfrac12ze^{z^2}-\tfrac12F\), and

\[
\frac{\nu x}{c_s}=\frac{\sqrt2}{\pi}e^{z^2}\left(z+D-2z^2D\right). \tag{23}
\]

At the edge \(2z_s^2D_s=z_s\) by (13), which leaves

\[
\frac{\nu L}{c_s}=\frac{\sqrt2}{\pi}e^{\eta_s}D_s=0.5721. \tag{24}
\]

Half of the edge drop is reached at \(x=0.875L\), so the outer eighth of the half-width carries the other half of the drop.

Comparing (24) with (14) gives \(\nu L=\Gamma_s/(2n_s)\). Production in the half-slab equals the loss to one wall, \(\nu\bar nL=\Gamma_s\), and hence \(\bar n=2n_s\) for this source. The uniform source in the table does not obey this relation.

The width (24) lies within 0.3% of the single-speed result (4), relative to (24), although the edge densities are 0.426 and 0.500. Agreement in the ionization balance is therefore no evidence that the edge density is right.

A global model writes the wall loss as \(\Gamma_s=h\,n_0c_s\). Here \(h=0.487\). Using the density ratio 0.426 for \(h\) assigns the ions a mean edge speed \(c_s\) and loses the factor 1.144.

## A worked balance

Take model parameters \(M=40\) u, \(L=0.050\) m, gas density \(n_g=4.0\times10^{18}\ \mathrm{m^{-3}}\) and \(n_0=1.0\times10^{16}\ \mathrm{m^{-3}}\). Let \(\nu=n_gK_0e^{-E/T_e}\), with \(K_0=1.0\times10^{-13}\ \mathrm{m^3/s}\) and \(E=16\) eV. Equation (24) becomes

\[
n_gK_0\,e^{-E/T_e}=0.5721\,\frac{c_s(T_e)}{L}. \tag{25}
\]

The ratio of the left side to the right varies as \(e^{-E/T_e}/\sqrt{T_e}\), which rises for \(T_e<2E\). The root in this range is \(T_e=7.63\) eV (0.280 hartree), where \(c_s=4289\) m/s. The right side is then \(0.5721\times4289/0.050=4.91\times10^4\ \mathrm{s^{-1}}\), and the left side is \(4.0\times10^5\,e^{-16/7.626}\ \mathrm{s^{-1}}\), the same value. The central density has cancelled: particle balance sets the temperature, and a power balance would be needed to set \(n_0\).

The edge drop is \(0.8540\times7.626=6.51\) V and the edge density is \(4.26\times10^{15}\ \mathrm{m^{-3}}\). The ion flux to each wall is

\[
\Gamma_s=0.4871\times10^{16}\times4289=2.09\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}, \tag{26}
\]

a current density of \(3.35\ \mathrm{A/m^2}\).

If \(h\) is replaced by the density ratio while \(\bar n=0.851\,n_0\) is kept, the number in (24) becomes \(0.4257/0.8514=0.500\). The calculated temperature falls to 7.04 eV, 7.7% below the consistent value, because a smaller assumed loss needs less ionization.

An electrically floating wall must receive equal ion and electron fluxes. A Maxwellian of density \(n\) has the one-way flux \(n\sqrt{T_e/(2\pi m_e)}\). Neglecting ionization in the thin sheath and the depletion of electrons absorbed by the wall, we have for the wall potential \(\eta_w\)

\[
n_0e^{-\eta_w}\sqrt{\frac{T_e}{2\pi m_e}}=\Gamma_s,\qquad
\eta_w=\ln\left(\frac{1}{0.4871}\sqrt{\frac{M}{2\pi m_e}}\right)=5.40. \tag{27}
\]

The total drop is 41.2 V, of which \(41.2-6.5=34.7\) V lies in the sheath. By (20) an ion gains on average \(0.708\,T_e=5.4\) eV before the sheath, and it gains 34.7 eV in the sheath. Under the assumptions of (27), the quasi-neutral region thus supplies the smaller part of the kinetic energy with which ions strike a floating wall. The neglected depletion need not be small here. With an assumed electron–gas cross-section of \(10^{-19}\ \mathrm{m^2}\), the electron mean free path is 2.5 m, while the slab is only 0.10 m wide. Collisions then cannot replace the fast electrons as quickly as the walls absorb them. Unless some other process maintains the Maxwellian tail, fewer electrons reach the wall and the floating drop is smaller than 41.2 V.

The central Debye length is 0.21 mm, or \(0.004L\), which supports quasi-neutrality in the interior. The sheath still limits the accuracy of the temperature: every ten Debye lengths take 4% of \(L\), and shortening \(L\) by that amount in (25) raises \(T_e\) by nearly 3%. With Poisson's equation in place of quasi-neutrality and the wall condition (27), the sheath and the transition layer in front of it together occupy about 14 central Debye lengths here, and \(T_e\) rises by nearly 4%. An assumed ion–neutral cross-section of \(5.0\times10^{-19}\ \mathrm{m^2}\) gives a mean free path of 0.50 m, ten times \(L\). An ion crossing the whole half-width then collides with probability \(1-e^{-0.1}\), about 10%, and if the collisions are charge exchange, the edge values and the temperature change by 1–3%. Free fall from rest is also only approximate near the centre. At \(x=0.1L\) the drop is 0.03 V, comparable to the thermal energy of a room-temperature gas, and ions this slow scatter on one another at a Coulomb rate of order \(10^5\ \mathrm{s^{-1}}\), above \(\nu\). In the outer part of the slab this rate falls to about a tenth of \(\nu\). At higher gas density (5) fails, since collisions remove the link between speed and birthplace. Ions born with energies comparable to \(T_e\), negative ions, or electrons that are not Boltzmann distributed also change the density equation (7), and the numbers in (14) then no longer apply. The numerical output gives further digits for comparison.

## Numbers as computed

```
DIMENSIONLESS RESULTS
z_s, maximum of Dawson function: 0.92414
D(z_s): 0.54104
edge drop eta_s: 0.85403 Te/e
density ratio n_s/n_0: 0.42569
edge flux: 0.48711 n_0 c_s
mean edge speed: 1.1443 c_s
edge speed variance: 0.0397 c_s^2
kinetic Bohm integral / n_s: 1.000000 c_s^-2
mean ion energy through edge: 0.7081 Te
nu L/c_s, source ~ n_e: 0.57214
x/L at half the edge drop, source ~ n_e: 0.8753
INDEPENDENT SOLUTIONS: eta_s, flux, nu L/c_s, mean n/n_0
source uniform: 0.85403, 0.48711, 0.48711, 0.87522
source n_e: 0.85403, 0.48711, 0.57214, 0.85139
source n_e^2: 0.85403, 0.48711, 0.69583, 0.82224
source 1+x^2/2: 0.85403, 0.48711, 0.46983, 0.87919
COLD ION FLUID
n_s/n_0: 0.50000
edge drop: 0.69315 Te/e
nu L/c_s: 0.57080
WORKED EXAMPLE, MODEL PARAMETERS
ion mass: 40 u
half-width L: 0.050 m
gas density: 4.0e+18 m^-3
central plasma density: 1.0e+16 m^-3
rate prefactor K_0: 1.0e-13 m^3/s
rate threshold E: 16.0 eV
ion-neutral cross-section: 5.0e-19 m^2
WORKED EXAMPLE, RESULTS
electron temperature: 7.626 eV
electron temperature: 0.2803 hartree
c_s: 4288.9 m/s
ionization frequency: 4.9077e+04 s^-1
edge potential drop: 6.513 V
edge density: 4.2569e+15 m^-3
mean density: 8.5139e+15 m^-3
mean ion speed at edge: 4907.7 m/s
ion flux to each wall: 2.0892e+19 m^-2 s^-1
ion current density: 3.347 A/m^2
centre-to-floating-wall drop: 5.399 Te/e
centre-to-floating-wall drop: 41.17 V
central Debye length: 2.053e-04 m
Debye length / L: 0.00411
ion mean free path: 0.500 m
ion mean free path / L: 10.00
nu L/c_s with density ratio as loss factor: 0.5000
Te with density ratio as loss factor: 7.040 eV
relative error of that Te: -7.69 percent
```
